\section*{Inductive loops from coverage relaxation in two-step copper deposition}

\section{Definitions and conventions}

Copper is deposited in two one-electron steps through an adsorbed cuprous ion:
\begin{align}
\mathrm{Cu^{2+}}+e^-&\rightleftharpoons \mathrm{Cu^+_{ads}}, &
\mathrm{Cu^+_{ads}}+e^-&\rightleftharpoons \mathrm{Cu}.
\end{align}
The cathodic current density $i$ and the cathodic overpotential $\eta$ are both counted positive. Reversing both signs leaves their ratio, the admittance, unchanged. Small signals vary as $e^{j\omega t}$, so an inductive response has $\operatorname{Im}Z>0$.

Let $\theta$ be the fraction of sites occupied by $\mathrm{Cu^+_{ads}}$, and $q$ the charge of one electron per site, per unit area. All rates are multiplied by the charge of one electron per event and so have the unit of current density. With Langmuir adsorption, the net rates are
\begin{align}
v_1&=K_1(1-\theta)-K_{-1}\theta, &
v_2&=K_2\theta-K_{-2}(1-\theta).
\end{align}
Step 1 needs a free site. The reverse of step 2 also needs one, because it turns a metal atom into an adsorbed ion.

Both steps are at equilibrium at $\eta=0$, where the coverage is $\theta_0$ and the exchange rates are $j_1$ and $j_2$. With $f=F/RT$ and transfer coefficients $\beta_1,\beta_2$,
\begin{align}
K_1&=\frac{j_1}{1-\theta_0}e^{\beta_1f\eta}, &
K_{-1}&=\frac{j_1}{\theta_0}e^{-(1-\beta_1)f\eta},\\
K_2&=\frac{j_2}{\theta_0}e^{\beta_2f\eta}, &
K_{-2}&=\frac{j_2}{1-\theta_0}e^{-(1-\beta_2)f\eta}.
\end{align}
The surface concentration of $\mathrm{Cu^{2+}}$ is fixed for now and contained in $K_1$. Growth is assumed to leave the number of sites unchanged. Each step consumes one electron; step 1 fills a site and step 2 empties it:
\begin{equation}
i=v_1+v_2,\qquad q\frac{d\theta}{dt}=v_1-v_2 .
\label{eq:balance}
\end{equation}
In the steady state $v_1=v_2=v$ and $i=2v$. Setting the two rates equal and collecting the terms in $\theta$ gives
\begin{equation}
\theta=\frac{K_1+K_{-2}}{S},\qquad S=K_1+K_{-1}+K_2+K_{-2}.
\end{equation}

\section{The prompt contribution}

Suppose the potential changes so fast that $\theta$ cannot follow. Write $v_{-1}=K_{-1}\theta$ and $v_{-2}=K_{-2}(1-\theta)$ for the reverse rates. The forward rate of step 1 is then $v+v_{-1}$. Differentiating the exponentials at fixed coverage,
\begin{align}
\left.\frac{\partial v_1}{\partial\eta}\right|_\theta
&=f\left[\beta_1(v+v_{-1})+(1-\beta_1)v_{-1}\right]
=f(\beta_1v+v_{-1}),\\
\left.\frac{\partial v_2}{\partial\eta}\right|_\theta
&=f(\beta_2v+v_{-2}).
\end{align}
The second line follows in the same way. Their sum is the high-frequency faradaic admittance,
\begin{equation}
Y_\infty=f\left[(\beta_1+\beta_2)v+v_{-1}+v_{-2}\right].
\end{equation}
It is real and positive for cathodic operation. By itself it is a resistor.

\section{The delayed contribution}

The difference of the two slopes says how strongly the potential pushes the coverage:
\begin{equation}
G=\left.\frac{\partial(v_1-v_2)}{\partial\eta}\right|_\theta
=f\left[(\beta_1-\beta_2)v+v_{-1}-v_{-2}\right].
\end{equation}
The derivatives with respect to coverage are
\begin{align}
\frac{\partial(v_1-v_2)}{\partial\theta}&=-S,\\
\frac{\partial(v_1+v_2)}{\partial\theta}&=K_2+K_{-2}-K_1-K_{-1}\equiv D .
\end{align}
Since $S>0$, a disturbed coverage returns to its steady value. The quantity $D$ says whether an extra adsorbed ion raises the current, by feeding step 2, or lowers it, by blocking step 1.

Linearizing Eq.~(\ref{eq:balance}) gives
\begin{align}
j\omega q\,\delta\theta&=G\,\delta\eta-S\,\delta\theta
\quad\Rightarrow\quad
\delta\theta=\frac{G}{S+j\omega q}\,\delta\eta,\\
\delta i&=Y_\infty\,\delta\eta+D\,\delta\theta .
\end{align}
Inserting the first line into the second and dividing by $\delta\eta$,
\begin{equation}
Y_F=Y_\infty+\frac{A}{1+j\omega\tau},\qquad
A=\frac{GD}{S},\qquad \tau=\frac{q}{S}.
\label{eq:YF}
\end{equation}
The imaginary part of the second term is $-A\omega\tau/(1+\omega^2\tau^2)$. The coverage branch is therefore inductive if and only if $A>0$, which means
\begin{equation}
\left[(\beta_1-\beta_2)v+v_{-1}-v_{-2}\right]
\left[K_2+K_{-2}-K_1-K_{-1}\right]>0 .
\label{eq:sign}
\end{equation}

There are two ways to satisfy this. If both factors are positive, a cathodic step raises the coverage, and more coverage raises the current. If both are negative, the step lowers the coverage, and the freed sites raise the current. In either case the current jumps at once and then climbs further while $\theta$ adjusts. Under a sinusoidal potential this late part lags, as the current through an inductor does.

The branch can be drawn as a resistance $1/A$ in series with an inductance $L=\tau/A$, because
\begin{equation}
\left(\frac1A+j\omega\frac{\tau}{A}\right)^{-1}=\frac{A}{1+j\omega\tau}.
\end{equation}
This $L$ is a ratio of a relaxation time to an admittance. No magnetic field enters the equations that produce it.

\section{The double layer as competitor}

A constant double-layer capacitance $C$ in parallel adds $j\omega C$:
\begin{equation}
\operatorname{Im}Y=\omega\left[C-\frac{A\tau}{1+\omega^2\tau^2}\right],
\qquad \operatorname{Im}Z=-\frac{\operatorname{Im}Y}{|Y|^2}.
\end{equation}
For $A>0$ the bracket is smallest as $\omega\to0$, where it tends to $C-A\tau$. The complete electrode has positive reactance at some frequency if and only if
\begin{equation}
A\tau>C .
\label{eq:visible}
\end{equation}
Condition (\ref{eq:sign}) is thus necessary but not sufficient. When (\ref{eq:visible}) holds, the bracket vanishes at
\begin{equation}
\omega_0=\frac1\tau\sqrt{\frac{A\tau}{C}-1},
\end{equation}
and the reactance is positive for $0<\omega<\omega_0$. A series solution resistance shifts the real part of $Z$ and leaves these conditions alone.

\section{Two limits}

\subsection{Equilibrium}

At $\eta=0$ we have $v=0$, $v_{-1}=j_1$ and $v_{-2}=j_2$, so $G=f(j_1-j_2)$. Also $K_1+K_{-1}=j_1/[\theta_0(1-\theta_0)]$, and likewise for step 2, so $D/S=(j_2-j_1)/(j_1+j_2)$. Hence
\begin{equation}
A=-f\,\frac{(j_1-j_2)^2}{j_1+j_2}\le0 .
\end{equation}
Within this model there is no inductive loop at equilibrium, whatever the rate constants. The electrode must be driven.

\subsection{Irreversible deposition}

Far from equilibrium the reverse rates can be dropped, provided they are also small beside $|\beta_1-\beta_2|v$. Then $K_1=v/(1-\theta)$ and $K_2=v/\theta$, so
\begin{align}
S&=\frac{v}{\theta(1-\theta)}, &
D&=\frac{v(1-2\theta)}{\theta(1-\theta)}, &
G&=f(\beta_1-\beta_2)v,
\end{align}
and therefore
\begin{align}
A&=f(\beta_1-\beta_2)(1-2\theta)v,\\
A\tau&=qf(\beta_1-\beta_2)\,\theta(1-\theta)(1-2\theta).
\end{align}
The sign condition becomes $\beta_1>\beta_2$ with $\theta<1/2$, or $\beta_1<\beta_2$ with $\theta>1/2$. At given coverage $A\tau$ does not depend on the current, whereas $\tau$ is inversely proportional to it.

To find the largest $A\tau$, put $m=1-2\theta$. Then $\theta(1-\theta)(1-2\theta)=m(1-m^2)/4$, whose derivative vanishes at $m=1/\sqrt3$, giving $1/(6\sqrt3)$. For $\beta_1<\beta_2$ the same size is reached at $m=-1/\sqrt3$. An irreversible loop thus requires at least
\begin{equation}
|\beta_1-\beta_2|>\frac{6\sqrt3\,C}{qf}.
\end{equation}

\section{Weighing the contributions in an example}

Take $T=298.15$ K, $f=38.92\ \mathrm{V^{-1}}$, $q=280\ \mathrm{\mu C/cm^2}$, $C=30\ \mathrm{\mu F/cm^2}$, $j_1=0.30$ and $j_2=1.00\ \mathrm{mA/cm^2}$, $\theta_0=0.25$, $\beta_1=0.60$, $\beta_2=0.40$. At $\eta=120$ mV the steady state has $\theta=0.204$, $v=5.213\ \mathrm{mA/cm^2}$ and $i=10.4\ \mathrm{mA/cm^2}$. The reverse rates are $0.0377$ and $0.0644\ \mathrm{mA/cm^2}$, so
\begin{align}
G&=38.92\,[0.20(5.213)+0.0377-0.0644]=39.5\ \mathrm{mS/cm^2},\\
A&=\frac{39.54\times19.21}{32.77}=23.2\ \mathrm{mS/cm^2},\\
A\tau&=198\ \mathrm{\mu F/cm^2}=6.6\,C ,
\end{align}
where $D=19.21$ and $S=32.77\ \mathrm{mA/cm^2}$, and $\tau=q/S\approx8.5$ ms. The delayed part is about 11\% of $Y_\infty=207\ \mathrm{mS/cm^2}$. It lowers the faradaic resistance from $4.83$ to $4.35\ \mathrm{\Omega\,cm^2}$ between the high- and low-frequency limits. The reactance peaks at $0.174\ \mathrm{\Omega\,cm^2}$ near 15.5 Hz and changes sign at 44 Hz.

In the time domain, a 1 mV step makes the faradaic current jump by $209\ \mathrm{\mu A/cm^2}$ and then rise to a total change of $232\ \mathrm{\mu A/cm^2}$. This slow rise is the inductive contribution.

The loop depends on the drive. At equilibrium $A=-14.7\ \mathrm{mS/cm^2}$. It changes sign at 55 mV, when $(\beta_1-\beta_2)v$ overtakes $v_{-2}-v_{-1}$, and the loop emerges from behind the double layer at 60 mV. The factor $D$ would change sign at 296 mV, but the model current there, $400\ \mathrm{mA/cm^2}$, exceeds the diffusion limit of $289\ \mathrm{mA/cm^2}$ found for the bath below, so that point lies outside the model. The double layer hides the loop again a little earlier, at 282 mV, where the model current of $303\ \mathrm{mA/cm^2}$ is also above the limit. With cupric diffusion included, the loop is seen from about 62 mV to about 300 mV, where the current is about $200\ \mathrm{mA/cm^2}$.

Now hold $\eta$, $\theta_0$ and the exchange rates fixed and change the transfer coefficients; current and coverage then change too. With both equal to 0.5, the small difference of reverse rates gives $A=-3.4\ \mathrm{mS/cm^2}$. With the original values exchanged, $A=-24.8\ \mathrm{mS/cm^2}$. Neither case has an inductive loop. In the irreversible limit with these $q$ and $C$, the coefficients must differ by more than 0.029 even at the most favourable coverage. Outside that limit unequal coefficients are not required: with $\beta_1=\beta_2=0.5$, $j_1=3$ and $j_2=1\ \mathrm{mA/cm^2}$ and $\theta_0=0.1$, the reverse rates alone give $A\tau=2.8\,C$ at 64 mV.

\section{What the coverage model leaves out}

\textbf{Cupric diffusion.} More current depletes $\mathrm{Cu^{2+}}$ at the surface, which later lowers the current. In the example this delay has the opposite, capacitive sense at all frequencies; for other rate constants its contribution can change sign with frequency. For $0.5$ mol/L, a diffusivity of $6\times10^{-6}\ \mathrm{cm^2/s}$ and a $20\ \mathrm{\mu m}$ layer, the peak reactance falls only to $0.169\ \mathrm{\Omega\,cm^2}$, but the response is capacitive again below 1.8 Hz. The inductive part occupies a band, from 1.8 to 43 Hz. These values depend on the layer thickness: at the same overpotential the peak is $0.179\ \mathrm{\Omega\,cm^2}$ for $50\ \mathrm{\mu m}$ and $0.195\ \mathrm{\Omega\,cm^2}$ for $100\ \mathrm{\mu m}$, above the value without diffusion and at a lower steady current, and for $10\ \mathrm{\mu m}$ the band starts at 0.8 Hz.

\textbf{Exchange with dissolved cuprous ions.} Suppose $\mathrm{Cu^+_{ads}}$ stays in local equilibrium with dissolved $\mathrm{Cu^+}$, whose concentration at $\eta=0$ is roughly $6\times10^{-4}$ mol/L. Without cupric diffusion the peak is then $0.151\ \mathrm{\Omega\,cm^2}$; with it, $0.144\ \mathrm{\Omega\,cm^2}$. The steady escape, at most about $0.17\ \mathrm{mA/cm^2}$, was left out of the steady balance. Including it moves the first value to $0.163\ \mathrm{\Omega\,cm^2}$ if the bulk holds no $\mathrm{Cu^+}$, and to $0.147\ \mathrm{\Omega\,cm^2}$ if it holds the equilibrium concentration.

\textbf{Lateral interaction.} Let the energy of an adsorbed ion shift by $2RT$ between empty and full coverage, with $\theta_0$ and $\eta$ held fixed and the shift shared equally between forward and reverse rates. Repulsion reduces the peak to $0.097\ \mathrm{\Omega\,cm^2}$ and attraction raises it to $0.308\ \mathrm{\Omega\,cm^2}$. At this strength it changes the peak reactance more than the other corrections examined; a shift of $0.5RT$ gives $0.151$ and $0.201\ \mathrm{\Omega\,cm^2}$. Giving the forward rates of steps 1 and 2 the fractions $\beta_1$ and $\beta_2$ of the $2RT$ shift, and the reverse rates the rest, gives about $0.08$ and $0.34\ \mathrm{\Omega\,cm^2}$.

\textbf{Magnetic inductance.} Leads of $1\ \mathrm{\mu H}$ have a reactance of about $10^{-4}\ \Omega$ at the peak frequency, against $0.17\ \Omega$ for a $1\ \mathrm{cm^2}$ electrode. The equivalent inductance $\tau/A$ of that electrode is $0.37$ H.

The example is modelled on an additive-free acid copper sulfate bath. Its concentration, current density and capacitance are rough plating values; the kinetic parameters are chosen, not measured. They favour a loop. In the mechanism usually accepted for copper in acid sulfate, step 1 limits the rate and step 2 is much faster, which drives $\theta$ down at low cathodic overpotential. At low overpotential the large $v_{-2}$ then makes $G$ negative and the branch strongly capacitive (for $j_2/j_1=100$, $A\tau\approx-310\ \mathrm{\mu F/cm^2}$ at 60 mV); with the chosen $\beta_1>\beta_2$, $\theta$ passes a minimum near 135 mV and $A$ turns positive there, but the small $\theta$ limits $A\tau$ ($31\ \mathrm{\mu F/cm^2}$ at 200 mV). This change of sign comes from the unequal transfer coefficients: at the same ratio with $\beta_1=\beta_2=0.5$, $A$ stays negative up to 500 mV. When $j_2$ is raised with $j_1$ and the other parameters fixed, the loop at 120 mV vanishes for $j_2/j_1$ above about 27, and no loop appears at any current below the diffusion limit for $j_2/j_1$ above about 160 (roughly 60 once cupric diffusion is included; these last two ratios depend on the value of $j_1$); for $\theta_0=0.01$ and the same $j_1$ none appears below the diffusion limit even at $j_2/j_1=10$ (for $j_1=0.03\ \mathrm{mA/cm^2}$ one does when cupric diffusion is left out). The example therefore shows how such a loop can arise, not that $\mathrm{Cu^+_{ads}}$ causes the loops measured on copper. The site charge corresponds to roughly one electron per surface atom, which is generous if ions occupy only special sites such as steps. With the other parameters fixed, $A\tau$ is proportional to $q$, and the loop vanishes below $42\ \mathrm{\mu C/cm^2}$. If a bath also contains chloride or organic additives, their adsorption can add further slow variables, which are not estimated here.

The relaxation time helps to tell such variables apart. For $v>0$, $K_1\ge v/(1-\theta)$ and $K_2\ge v/\theta$, so $S\ge v/[\theta(1-\theta)]\ge4v$ and
\begin{equation}
\tau\le\frac{q}{4v}=\frac{q}{2i}.
\end{equation}
At the example's current this bound is about 13 ms, so $1/(2\pi\tau)$ is at least about 12 Hz. This bounds $\tau$, not the frequency at which the reactance peaks: the double layer shrinks the loop and moves its peak down, the more so as $C$ approaches $A\tau$. In the example the peak at 15.5 Hz already lies below $1/(2\pi\tau)=18.6$ Hz; with $C=100\ \mathrm{\mu F/cm^2}$ it is $0.067\ \mathrm{\Omega\,cm^2}$ at 9.3 Hz, and with $C=150\ \mathrm{\mu F/cm^2}$ it is $0.021\ \mathrm{\Omega\,cm^2}$ at 5.8 Hz. A time constant $\tau$ much longer than the bound, at the same current and site charge, needs something beyond the Langmuir coverage of $\mathrm{Cu^+_{ads}}$, such as strong interactions or another slow species; in the example, cupric diffusion leaves the peak near 15 to 16 Hz for layers from 10 to $200\ \mathrm{\mu m}$. At the same nominal current a rough surface can also slow the relaxation, because its larger true area raises $q$ per unit of nominal area; at the same overpotential $\tau$ is unchanged, since the rates scale with the area too. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 298.15 K; F/RT 38.92 1/V
site charge q 280 uC/cm2; double layer C 30 uF/cm2
exchange rates, steps 1 and 2: 0.30, 1.00 mA/cm2
equilibrium coverage 0.25; beta1 0.60, beta2 0.40
overpotential 120 mV; current 10.43 mA/cm2
steady coverage 0.2037; net step rate v 5.213 mA/cm2
reverse rates, steps 1 and 2: 0.0377, 0.0644 mA/cm2
G 39.54 mS/cm2; D 19.21 mA/cm2; S 32.77 mA/cm2
relaxation time tau 8.55 ms
Yinf 206.9 mS/cm2; A 23.18 mS/cm2
charge-transfer resistance 1/Yinf 4.834 ohm cm2
polarization resistance 1/(Yinf+A) 4.347 ohm cm2
A*tau 198.1 uF/cm2; ratio to C 6.60
equivalent branch: 1/A 43.1 ohm cm2, tau/A 0.369 H cm2
upper end of loop 44.1 Hz
1 mV step: jump 208.9, final rise 232.5 uA/cm2
part of slow rise done after tau: 0.638
A changes sign at 55.4 mV; loop visible from 59.7 mV
model upper limit 296 mV, where current would be 400 mA/cm2
at equilibrium: A -14.67, Yinf 50.60 mS/cm2
beta 0.5/0.5: coverage 0.0932, A -3.364 mS/cm2, A*tau -20.61 uF/cm2
beta 0.4/0.6: coverage 0.0406, A -24.814 mS/cm2, A*tau -100.98 uF/cm2
largest irreversible A*tau for beta difference 0.2: 209.7 uF/cm2
coverage at that maximum 0.2113
smallest beta difference for a loop, irreversible: 0.0286
site charge below which example loop vanishes: 42.4 uC/cm2
Cu2+ 0.5 mol/L; D 6.0e-06 cm2/s; layer 20 um
limiting current 289 mA/cm2; diffusion time 0.67 s
dissolved Cu+ 6.0e-04 mol/L; steady escape at most about 0.17 mA/cm2
loop: peak Im Z (ohm cm2), peak frequency, range (Hz)
  coverage only: 0.1740, 15.5, down to scan limit to 44.1
  with Cu2+ diffusion: 0.1691, 15.7, from 1.76 to 42.7
  with Cu+ exchange: 0.1509, 13.2, down to scan limit to 40.4
  with both: 0.1445, 13.6, from 1.35 to 39.1
  repulsion 2 RT: 0.0967, 16.8, down to scan limit to 40.0
  attraction 2 RT: 0.3082, 13.4, down to scan limit to 47.4
lead inductance 1 uH: reactance at peak 9.7e-05 ohm
random cases 300: inductive with D>0 40, with D<0 38, hidden by C 26
largest error: slopes 6.2e-08, time integration 2.7e-06
\end{verbatim}
